# Silicon X-ray form factors from pseudo valence plus frozen core

## Question

Consider a free silicon atom ($Z=14$) in the configuration $3s^2\,3p^2$. It is treated without relativity or spin polarization, in the local density approximation, with each open subshell averaged over its orientations so that the density is spherical. Hartree atomic units are used. The all-electron valence orbitals are $u_l(r)/r$ times a spherical harmonic, with $\int_0^\infty u_l^2\,dr=1$. Norm-conserving pseudo-orbitals $\tilde u_l$ equal $u_l$ for $r\ge r_c$. The pseudo form factor is computed from the pseudo valence density plus the core density of the same all-electron atom.

(a) Express the form factor through the radial charge, and find the error $\Delta f=f_{AE}-f_{PS}$ of the pseudo form factor.

(b) Construct nodeless Troullier-Martins orbitals and the potentials that produce them.

(c) Find $\Delta f$ at small $q$.

(d) Find $\Delta f$ at large $q$, and the limit of its ratio to $f_{AE}$.

(e) For $r_c=1.9$ bohr, locate the range of $q$ where the error exceeds 0.01 electron. Which part of the answer depends on $r_c$?

(f) In the configuration $3s^1\,3p^3$ the old core is no longer the right one. Decide whether the frozen core or the missing inner valence structure causes the error there.

## Model answers

### (a) The error as an integral over the sphere

The form factor is the Fourier transform of the electron density $n$. With $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf r$,

$$f(q)=\int n(r)\,e^{i\mathbf q\cdot\mathbf r}\,d^3r
=2\pi\int_0^\infty r^2n(r)\int_{-1}^{1}e^{iqr\mu}\,d\mu\,dr .$$

The inner integral is $2\sin(qr)/(qr)$. Defining the radial charge $\sigma=4\pi r^2n=\sum_i g_iu_i^2$, with occupations $g_i$, gives

$$f(q)=\int_0^\infty\sigma(r)\,j_0(qr)\,dr,\qquad j_0(x)=\frac{\sin x}{x}.$$

Since $j_0(0)=1$, $f(0)=14$. The two calculations share the core density, which cancels in the difference. The valence orbitals agree beyond $r_c$, so

$$\Delta f(q)=\int_0^{r_c}\Delta\sigma\,j_0(qr)\,dr,\qquad
\Delta\sigma=\sum_{l=0,1}g_l\,(u_l^2-\tilde u_l^2).$$

In this configuration freezing the core costs nothing. The whole error comes from the valence density inside the sphere.

### (b) The pseudo-orbitals

For $r<r_c$ put

$$\tilde u_l=r^{l+1}e^{p(r)},\qquad p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}.$$

The exponential is positive, so there are no nodes. The logarithmic derivative is $\tilde u'/\tilde u=(l+1)/r+p'$. Adding its derivative to its square gives

$$\frac{\tilde u''}{\tilde u}=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 .$$

The radial equation is $-\tilde u''/2+[l(l+1)/(2r^2)+V_l]\tilde u=\varepsilon_l\tilde u$. Solving it for the potential cancels the centrifugal terms:

$$V_l=\varepsilon_l+\frac{l+1}{r}p'+\frac{p''+p'^2}{2}.$$

Seven conditions are imposed on the seven coefficients. Five are continuity of $\tilde u_l$ and its first four derivatives at $r_c$. The sixth is norm conservation, $\int_0^{r_c}\tilde u_l^2dr=\int_0^{r_c}u_l^2dr$. The seventh is zero curvature of $V_l$ at the origin. The $r^2$ term of $V_l$ is

$$4(l+1)c_4+\tfrac12\left(12c_4+4c_2^2\right)=2\left[(2l+5)c_4+c_2^2\right],$$

so the last condition reads $c_2^2+(2l+5)c_4=0$. For a given $c_2$ this fixes $c_4$, and the five continuity conditions are linear in the remaining coefficients. Norm conservation is then one nonlinear equation for $c_2$, and it has more than one root. For $r_c=1.9$ bohr, $c_2r_c^2=2.15$ and $14.24$ both solve it for $3s$, and $-0.68$ and $23.04$ both solve it for $3p$. The root of smallest $|c_2|$ is used throughout. The choice matters: the other pair of roots gives $-0.126$ bohr² instead of $-0.068$ bohr² for the moment $M_2$ defined in (c).

$V_l$ still contains the potential of the valence electrons. To use it in another configuration, remove that part:

$$V_l^{ion}=V_l-V_H[\tilde n_v]-v_{xc}[\tilde n_v+n_c].$$

In the pseudo-atom these two terms are added back with the current valence density and the same fixed core density $n_c$. Leaving $n_c$ out in both places would still reproduce the reference atom. It is kept because exchange and correlation are not linear in the density, so the response of $v_{xc}$ to a change of the valence density depends on the core density present. Solved self-consistently, this pseudo-atom returns the all-electron eigenvalues, $-0.3981$ hartree for $3s$ and $-0.1533$ hartree for $3p$, to within $5\times10^{-7}$ hartree.

### (c) Small $q$

Insert $j_0(x)=1-x^2/6+x^4/120-\dots$ and define $M_k=\int_0^{r_c}\Delta\sigma\,r^k\,dr$. Norm conservation makes $M_0=0$, hence

$$\Delta f=-\frac{q^2}{6}M_2+\frac{q^4}{120}M_4-\dots$$

The calculation gives $M_2=-0.06754$ bohr² and $M_4=-0.07019$ bohr⁴. The negative $M_2$ means that the all-electron valence charge in the sphere lies closer to the nucleus, so $\Delta f$ starts out positive. The sign belongs to this radius and construction: $M_2$ is $-0.037$ bohr² for $r_c=2.2$ bohr and $+0.022$ bohr² for $r_c=2.5$ bohr. At $q=0.5$ bohr⁻¹,

$$\Delta f\approx\frac{0.25\times0.06754}{6}-\frac{0.0625\times0.07019}{120}=0.00281-0.00004=0.0028,$$

in agreement with direct integration. Without norm conservation, $M_0$ would leave an error even at $q=0$.

### (d) Large $q$

Write $f=(4\pi/q)\int_0^\infty h\sin(qr)\,dr$ with $h=rn$. Two integrations by parts, with $h(0)=0$ and vanishing terms at infinity, give

$$\int_0^\infty h\sin(qr)\,dr=-\frac1{q^2}\int_0^\infty h''\sin(qr)\,dr\approx-\frac{h''(0)}{q^3}.$$

The last step is one more integration by parts. Since $h''(0)=2n'(0)$, the leading term is $f\approx-8\pi n'(0)/q^4$.

The slope follows from the radial equation. For an $s$ orbital near the nucleus let $u=ar+br^2+\dots$. The terms of order $r^0$ in $-u''/2-Zu/r+\dots$ must cancel, so $-b-Za=0$ and $u/r=a(1-Zr+\dots)$. Squaring gives $n'(0)=-2Zn(0)$. A $p$ density starts as $r^2$ and has no linear term, so it enters at higher order in $1/q$.

The pseudo density is even in $r$ near the origin and has no cusp. A jump in the fifth derivative of its radial charge at $r_c$ can contribute at order $q^{-7}$, which is also subleading. Therefore

$$\Delta f\to\frac{16\pi Z\,n_{3s}(0)}{q^4},\qquad
\frac{\Delta f}{f_{AE}}\to\frac{n_{3s}(0)}{n(0)}=\frac{9.471}{1754}=0.54\,\%.$$

The total form factor obeys the same law with the total contact density $n(0)$, which gives the ratio.

The density $n(0)(1-2Zr+\dots)$ changes over a length $1/(2Z)$, which the wave must resolve, so this regime requires $q\gg2Z=28$ bohr⁻¹. The computed error divided by the law is 0.9705 at $q=200$ and 0.9926 at $q=400$; removing a correction proportional to $q^{-2}$ gives 0.9999. At $q=30$ the law would predict $6665/30^4=0.0082$ electron, whereas the actual error is 0.0025. It cannot be used to locate the main error.

### (e) The range that matters

The results for $r_c=1.9$ bohr, in electrons, are:

| $q$ (bohr⁻¹) | $f_{AE}$ | AE valence | PS valence | $\Delta f$ |
|---|---|---|---|---|
| 1 | 10.786 | 1.2700 | 1.2593 | 0.0107 |
| 2 | 8.208 | −0.0566 | −0.0931 | 0.0365 |
| 4 | 5.264 | 0.0690 | −0.0072 | 0.0762 |
| 6 | 3.143 | 0.0563 | 0.0023 | 0.0541 |
| 8 | 2.070 | 0.0155 | −0.0005 | 0.0160 |
| 10 | 1.595 | 0.0005 | 0.0001 | 0.0004 |
| 20 | 0.854 | 0.0033 | 0.0000 | 0.0033 |

The error exceeds 0.01 electron for

$$0.97<q<8.49\ \text{bohr}^{-1},$$

which is 1.8 to 16.1 Å⁻¹. With $q=4\pi\sin\theta/\lambda$, where $\theta$ is half the scattering angle and $\lambda$ the wavelength, this is $\sin\theta/\lambda=0.15$ to $1.28$ Å⁻¹. The maximum is 0.077 electron at $q=4.2$ bohr⁻¹, of which $3s$ supplies 0.042 and $3p$ 0.034.

Relative to $f_{AE}$ the error is modest, because the core dominates: for $q\le60$ bohr⁻¹ it reaches at most 1.8 %, at $q=5.4$. Relative to the all-electron valence form factor it is only 0.8 % at $q=1$, but 65 % at $q=2$, and it is comparable with the whole valence part at the larger $q$ in the table. At $q=4$ the pseudo valence form factor even has the wrong sign.

A simple picture gives the scale. The outermost nodes of $3s$ and $3p$ both lie at 0.72 bohr. Inside them the all-electron atom has an excess valence charge

$$\delta=2(0.0364-0.0129)+2(0.0234-0.0046)=0.0846.$$

Only two figures of this number are significant: integrating exactly up to the nodes, at 0.724 and 0.718 bohr, gives 0.0841. It also somewhat understates the charge displaced. The all-electron charge drops below the pseudo charge before the node is reached, so the excess accumulated from the origin is largest, about 0.10, near $r=0.59$ bohr. For a rough scale, take $\delta$ as above and suppose that pseudization moves it from a shell of radius $a$ to one of radius $b$. Then $\Delta f\approx\delta[j_0(qa)-j_0(qb)]$, and $M_2=\delta(a^2-b^2)$ requires $b^2-a^2=0.798$ bohr². Assuming $a=0.36$ bohr, half the node radius, gives $b=0.96$ bohr. At $q=4$ the model yields $0.0846\,(0.69+0.17)=0.073$, close to the computed 0.076. This closeness depends on the assumed $a$: with $a=0.5$ bohr, $b=1.02$ bohr, the value is 0.055. The model also fails at larger $q$, giving $-0.003$ at $q=8$ against the computed 0.016, so it fixes only the scale. Tying $b$ to $M_2$ is not general either: at $r_c=2.5$ bohr $M_2$ is positive while the maximum is still 0.077 electron. In this picture, the error is large when the wave resolves the outer shell but still sees the inner one largely in phase.

Repeating the construction with $r_c=2.2$ bohr moves the lower edge from 0.97 to 1.25 bohr⁻¹ and the maximum from 4.2 to 4.5 bohr⁻¹, with nearly the same height, 0.075 electron. The upper edge hardly moves, from 8.49 to 8.47 bohr⁻¹. The lower edge therefore depends on the chosen pseudo-orbitals, and not monotonically: it is 1.01, 0.94 and 2.16 bohr⁻¹ for $r_c=1.5$, 1.7 and 2.5 bohr. Near the upper edge the pseudo valence has almost vanished, and the error is essentially the all-electron valence form factor. This holds only while $r_c$ lies well outside the nodes. From 1.5 to 2.8 bohr the upper edge stays between 8.47 and 8.54 bohr⁻¹ and the maximum between 0.074 and 0.079 electron. At $r_c=1.3$ bohr the edge is 8.74 and the maximum 0.057, and at 1.1 bohr the range shrinks to 3.1 to 6.0 bohr⁻¹ with a maximum of 0.013.

The threshold must be quoted with the range. For 0.001 electron there are three intervals: 0.30 to 9.83, 10.65 to 13.03 and 15.27 to 43.76 bohr⁻¹. The gaps arise because $\Delta f$ changes sign; in the middle interval it is negative.

### (f) Frozen core or missing inner structure?

For $3s^1\,3p^3$, solve the all-electron atom afresh and compare it with the self-consistent pseudo-atom plus the old core. The largest error is 0.0795 electron, at $q=4.1$ bohr⁻¹.

Now restore the inner valence density using differences from the reference atom:

$$\sigma_{rec}=\sigma_c+\tilde\sigma_v+\sum_l g_l\,s_l\,(u_l^2-\tilde u_l^2)_{ref}.$$

Here $\sigma_c$ is the old core charge, $\tilde\sigma_v$ the new pseudo valence charge and $g_l$ the new occupations. The factor $s_l$ is the charge of the new pseudo-orbital inside $r_c$ divided by its reference value: 1.031 for $3s$ and 1.072 for $3p$. Each added term integrates to zero, so the electron number is unchanged.

The largest error falls to 0.0024 electron, a reduction by a factor of 33. No new all-electron orbital enters the correction, so this is a real test of the cause. The error comes mainly from the missing inner valence structure. That includes both the lobes inside the nodes and the compensating change of density out to $r_c$.

The change of the core form factor alone reaches 0.0026 electron, at $q=3.1$ bohr⁻¹. This is comparable with the remaining error, whose maximum lies at $q=3.7$ bohr⁻¹. At that maximum the core change is 0.0025 electron and accounts for essentially all of the remainder. The remainder is still not core relaxation alone: subtracting the core change leaves a valence part that reaches $-0.0016$ electron near $q=1.5$ bohr⁻¹.

These figures measure the error of pseudization against an all-electron calculation with the same functional. They do not include relativity, spin polarization, bonding, thermal motion or the error of the functional. In a crystal the density inside the sphere is not spherical in general, and the reconstruction must then act on the orbitals, including cross terms between angular momenta. The numerical check covers the small-$q$ series in (c), the $q^{-4}$ law for $\Delta f$ in (d) and the reconstruction in (f). The limiting ratio 0.54 % follows from the computed contact densities and is not tested separately.

## Numbers as computed

```
Z = 14, rc = 1.9 bohr, larger rc = 2.2 bohr
total energy -288.1937 hartree, virial residual 8.4e-09 hartree
eigenvalues 3s -0.39812, 3p -0.15331 hartree
largest pseudo eigenvalue error 4.9e-07 hartree
pseudo form factor, SCF vs construction: max dev 1.4e-07 electrons
3s: outermost node 0.72 bohr; charge inside it per electron: AE 0.0364, PS 0.0129
3p: outermost node 0.72 bohr; charge inside it per electron: AE 0.0234, PS 0.0046
moments of AE-PS charge: M2 -0.06754 bohr^2, M4 -0.07019 bohr^4
q (1/bohr) | f_AE | f_PS+core | core | AE valence | PS valence | AE-PS (electrons)
  0.0   14.0000   14.0000   10.0000   4.00000   4.00000   0.00000
  0.5   12.8362   12.8335    9.8753   2.96090   2.95813   0.00278
  1.0   10.7856   10.7749    9.5156   1.26995   1.25927   0.01068
  2.0    8.2083    8.1718    8.2649  -0.05655  -0.09306   0.03651
  3.0    6.6691    6.6062    6.6925  -0.02335  -0.08624   0.06289
  4.0    5.2644    5.1881    5.1953   0.06903  -0.00718   0.07621
  5.0    4.0585    3.9868    3.9798   0.07866   0.00704   0.07162
  6.0    3.1425    3.0884    3.0861   0.05633   0.00228   0.05405
  8.0    2.0701    2.0541    2.0546   0.01549  -0.00047   0.01597
 10.0    1.5946    1.5942    1.5941   0.00052   0.00008   0.00044
 12.0    1.3614    1.3630    1.3630  -0.00161  -0.00001  -0.00159
 16.0    1.0834    1.0818    1.0818   0.00158  -0.00000   0.00158
 20.0    0.8535    0.8502    0.8502   0.00328   0.00000   0.00328
 30.0    0.4301    0.4276    0.4276   0.00248   0.00000   0.00248
rc 1.9: maximum of AE-PS 0.07670 electrons at q = 4.23 1/bohr
rc 1.9: minimum of AE-PS -0.00164 electrons at q = 11.68 1/bohr
rc 1.9: |AE-PS| > 0.01 electrons for q in 0.97 to 8.49 1/bohr
rc 1.9: |AE-PS| > 0.001 electrons for q in 0.30 to 9.83; 10.65 to 13.03; 15.27 to 43.76 1/bohr
rc 2.2: maximum of AE-PS 0.07516 electrons at q = 4.53 1/bohr
rc 2.2: minimum of AE-PS -0.00166 electrons at q = 11.68 1/bohr
rc 2.2: |AE-PS| > 0.01 electrons for q in 1.25 to 8.47 1/bohr
rc 2.2: |AE-PS| > 0.001 electrons for q in 0.40 to 9.86; 10.68 to 13.02; 15.27 to 43.76 1/bohr
band 0.97-8.49 1/bohr = 1.82-16.05 1/angstrom; sin(theta)/lambda 0.145-1.277 1/angstrom
at the peak: 3s part 0.04233, 3p part 0.03437 electrons
largest |AE-PS|/f_AE for q <= 60: 1.795 % at q = 5.40 1/bohr
contact density: 3s 9.4708, total 1754.17 bohr^-3, ratio 0.540 %
AE-PS over cusp law: 0.9705 at q=200, 0.9926 at q=400, extrapolated 0.9999
max |PS valence| for q > 12: 1.3e-05 (rc 1.9), 2.8e-06 (rc 2.2) electrons
max |AE valence| for q > 12: 0.00342 electrons
3s1 3p3: scale factors 3s 1.0305, 3p 1.0719
3s1 3p3: PS + frozen core error: largest 0.07945 electrons at q = 4.12 1/bohr
3s1 3p3: after reconstruction: largest 0.00239 electrons at q = 3.68 1/bohr
3s1 3p3: core relaxation alone: largest 0.00262 electrons at q = 3.08 1/bohr
```
